# Image error of a donor-acceptor pair in a neutral cubic supercell: a program that tests the result

```python
# Result under test: charges +q and -q separated by d in a neutral cubic cell
# of side L (V = L^3), in a uniform dielectric eps, zero macroscopic field:
#   E_periodic = -q^2/(eps d) - 2 pi q^2 d^2/(3 eps V) + O(d^4/L^5).
# psi: periodic potential of a unit charge plus neutralizing background.
# xi: limit of psi - 1/r at the charge. Reduced units: q = eps = L = 1.
import numpy as np
from scipy.special import erf, erfc, eval_legendre
from scipy import constants as const


def integer_vectors(nmax):
    n = np.arange(-nmax, nmax + 1)
    grid = np.array(np.meshgrid(n, n, n, indexing="ij"))
    return grid.reshape(3, -1).T.astype(float)


CELLS = integer_vectors(6)
NONZERO = CELLS[np.any(CELLS != 0, axis=1)]


def reciprocal_part(r, alpha):
    G = 2 * np.pi * NONZERO
    G2 = np.sum(G**2, axis=1)
    waves = np.exp(-G2 / (4 * alpha**2)) * np.cos(G @ r) / G2
    return 4 * np.pi * np.sum(waves) - np.pi / alpha**2


def psi(r, alpha=np.sqrt(np.pi)):
    dist = np.linalg.norm(r - CELLS, axis=1)
    return np.sum(erfc(alpha * dist) / dist) + reciprocal_part(r, alpha)


def xi(alpha=np.sqrt(np.pi)):
    dist = np.linalg.norm(NONZERO, axis=1)
    near = np.sum(erfc(alpha * dist) / dist)
    return (near + reciprocal_part(np.zeros(3), alpha)
            - 2 * alpha / np.sqrt(np.pi))


def ewald_energy(dvec, alpha=np.sqrt(np.pi)):
    return -(psi(dvec, alpha) - xi(alpha))


def image_error(dvec):
    return ewald_energy(dvec) + 1 / np.linalg.norm(dvec)


# Large sphere of cells, used for direct sums without any Ewald splitting.
sphere = integer_vectors(40)
radius = np.linalg.norm(sphere, axis=1)
keep = (radius > 0) & (radius <= 40)
sphere, radius = sphere[keep], radius[keep]
S4 = np.sum(eval_legendre(4, sphere[:, 0] / radius) / radius**5)


def sphere_energy(dvec):
    # The pair in the central cell and half its coupling to each other cell.
    plus = np.linalg.norm(sphere + dvec, axis=1)
    minus = np.linalg.norm(sphere - dvec, axis=1)
    coupling = 2 / radius - 1 / plus - 1 / minus
    return -1 / np.linalg.norm(dvec) + 0.5 * np.sum(coupling)


def gaussian_image_error(dvec, s1, s2):
    # Plane-wave energy of two Gaussian charges minus their isolated energy.
    n = integer_vectors(16)
    G = 2 * np.pi * n[np.any(n != 0, axis=1)]
    G2 = np.sum(G**2, axis=1)
    rho = (np.exp(-G2 * s1**2 / 2) * np.exp(-1j * (G @ dvec))
           - np.exp(-G2 * s2**2 / 2))
    periodic = 2 * np.pi * np.sum(np.abs(rho)**2 / G2)
    d = np.linalg.norm(dvec)
    isolated = ((1 / s1 + 1 / s2) / (2 * np.sqrt(np.pi))
                - erf(d / np.sqrt(2 * (s1**2 + s2**2))) / d)
    return periodic - isolated


directions = {
    "[100]": np.array([1.0, 0.0, 0.0]),
    "[110]": np.array([1.0, 1.0, 0.0]) / np.sqrt(2),
    "[111]": np.array([1.0, 1.0, 1.0]) / np.sqrt(3),
}
x_axis = directions["[100]"]


def cubic_factor(n):
    return 2.5 * (np.sum(n**4) - 0.6)


# The splitting parameter must not matter.
generic = np.array([0.20, 0.10, 0.15])
assert abs(ewald_energy(generic, 1.5) - ewald_energy(generic, 2.5)) < 1e-10
assert abs(xi(1.5) - xi(2.5)) < 1e-10

# Away from the charges the background fixes the Laplacian of psi.
point, h = np.array([0.31, 0.17, 0.23]), 1e-3
laplacian = sum(psi(point + h * e) + psi(point - h * e) - 2 * psi(point)
                for e in np.eye(3)) / h**2
assert abs(laplacian - 4 * np.pi) < 1e-3  # finite-difference truncation

# Leading image error, isotropic: the ratio tends to one at small d/L.
for n in directions.values():
    small = 0.02
    ratio = image_error(small * n) / (-2 * np.pi * small**2 / 3)
    assert abs(ratio - 1) < 2e-3  # next term is of relative order (d/L)^2

# Next term: size and direction dependence, from a direct lattice sum.
for n in directions.values():
    d = 0.1
    rest = -(image_error(d * n) + 2 * np.pi * d**2 / 3) / d**4
    assert abs(rest - S4 * cubic_factor(n)) < 0.03  # sixth-order term


def remainder(d):
    return image_error(d * x_axis) + 2 * np.pi * d**2 / 3 + S4 * d**4


power = np.log2(abs(remainder(0.1) / remainder(0.05)))
assert abs(power - 6) < 0.15

# Direct sphere sum differs from the zero-field result by the surface term.
for dvec in (0.25 * x_axis, generic):
    surface = sphere_energy(dvec) - ewald_energy(dvec)
    assert abs(surface - 2 * np.pi * np.dot(dvec, dvec) / 3) < 1e-6

# Unequal, finite charge widths leave the image error unchanged.
for dvec in (0.25 * x_axis, generic):
    smeared = gaussian_image_error(dvec, 0.06, 0.08)
    assert abs(smeared - image_error(dvec)) < 1e-9

# Worked example in eV and angstrom.
charge, eps, separation, side = 1.0, 10.0, 5.0, 20.0
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10
strength = charge**2 * coulomb / eps


def pair_eV(L, n=x_axis):
    return strength / L * ewald_energy(separation / L * n)


def leading_eV(L):
    return -2 * np.pi * strength * separation**2 / (3 * L**3)


isolated = -strength / separation
energy = pair_eV(side)
error = energy - isolated
leading = leading_eV(side)
fourth = -strength * S4 * separation**4 / side**5
dvec = separation / side * x_axis

print(f"charge q: {charge:.0f} e")
print(f"dielectric constant eps: {eps:.0f} (dimensionless)")
print(f"separation d: {separation:.1f} angstrom")
print(f"cell side L: {side:.1f} angstrom")
print(f"cell volume V: {side**3:.0f} angstrom^3")
print(f"e^2/(4 pi epsilon_0): {coulomb:.5f} eV angstrom")
print(f"xi times L: {xi():.6f} (dimensionless)")
print(f"psi(d) times L: {psi(dvec):.6f} (dimensionless)")
print(f"lattice sum S4: {S4:.4f} (dimensionless)")
print(f"Ewald pair energy: {energy:.6f} eV")
print(f"isolated pair energy: {isolated:.6f} eV")
print(f"full image error: {error:.6f} eV")
print(f"leading image error: {leading:.6f} eV")
print(f"fourth-order term [100]: {fourth:.6f} eV")
print(f"left after both terms: {error - leading - fourth:.6f} eV")
print(f"energy minus leading error: {energy - leading:.6f} eV")

for name, n in directions.items():
    err = pair_eV(side, n) - isolated
    print(f"{name}: factor g {cubic_factor(n):.4f}, image error {err:.6f} eV")

for L in (15.0, 20.0, 30.0, 40.0):
    raw = pair_eV(L)
    print(f"L {L:.0f} angstrom: energy {raw:.6f} eV, "
          f"error {raw - isolated:.6f} eV, "
          f"after correction {raw - leading_eV(L) - isolated:.6f} eV")

L1, L2 = 20.0, 30.0
extrapolated = ((L2**3 * pair_eV(L2) - L1**3 * pair_eV(L1))
                / (L2**3 - L1**3))
assert abs(extrapolated - isolated) < abs(pair_eV(L2) - isolated)
print(f"extrapolated from L {L1:.0f} and {L2:.0f} angstrom: "
      f"{extrapolated:.6f} eV")
print(f"extrapolation error: {extrapolated - isolated:.6f} eV")

embedded = strength / side * sphere_energy(dvec)
print(f"embedded-sphere energy: {embedded:.6f} eV")
print(f"embedded sphere minus Ewald: {embedded - energy:.6f} eV")
width1, width2 = 1.2, 1.6
smeared = strength / side * gaussian_image_error(
    dvec, width1 / side, width2 / side)
print(f"Gaussian widths: {width1:.1f} and {width2:.1f} angstrom")
print(f"Gaussian-charge image error: {smeared:.6f} eV")
half = 0.5
half_ratio = image_error(half * x_axis) / (-2 * np.pi * half**2 / 3)
print(f"full/leading error at d = L/2 [100]: {half_ratio:.4f} (dimensionless)")
print("OK")
```

It prints:

```
charge q: 1 e
dielectric constant eps: 10 (dimensionless)
separation d: 5.0 angstrom
cell side L: 20.0 angstrom
cell volume V: 8000 angstrom^3
e^2/(4 pi epsilon_0): 14.39965 eV angstrom
xi times L: -2.837297 (dimensionless)
psi(d) times L: 1.305935 (dimensionless)
lattice sum S4: 3.1082 (dimensionless)
Ewald pair energy: -0.298305 eV
isolated pair energy: -0.287993 eV
full image error: -0.010312 eV
leading image error: -0.009425 eV
fourth-order term [100]: -0.000874 eV
left after both terms: -0.000014 eV
energy minus leading error: -0.288881 eV
[100]: factor g 1.0000, image error -0.010312 eV
[110]: factor g -0.2500, image error -0.009192 eV
[111]: factor g -0.6667, image error -0.008861 eV
L 15 angstrom: energy -0.314142 eV, error -0.026149 eV, after correction -0.003809 eV
L 20 angstrom: energy -0.298305 eV, error -0.010312 eV, after correction -0.000888 eV
L 30 angstrom: energy -0.290901 eV, error -0.002908 eV, after correction -0.000116 eV
L 40 angstrom: energy -0.289198 eV, error -0.001205 eV, after correction -0.000027 eV
extrapolated from L 20 and 30 angstrom: -0.287784 eV
extrapolation error: 0.000209 eV
embedded-sphere energy: -0.288881 eV
embedded sphere minus Ewald: 0.009425 eV
Gaussian widths: 1.2 and 1.6 angstrom
Gaussian-charge image error: -0.010312 eV
full/leading error at d = L/2 [100]: 1.4159 (dimensionless)
OK
```
